# Does Fixed Particle Number Determine the Functional Derivative?

## The argument under review

The manuscript considers electrons in an external potential and argues in three steps.

1. At fixed electron number, the ground-state density satisfies an Euler equation: the derivative of the universal functional $F[n]$ plus the external potential equals a constant $\mu$.
2. The density determines the potential, so it also determines the derivative of $F$, which is therefore unique.
3. A unique derivative cannot take two values at one density. The exchange-correlation potential therefore cannot jump when the electron number passes through an integer, and the fundamental gap must equal the Kohn–Sham gap.

The first step is sound on a lattice under the assumptions stated below. My comments concern what "unique" can mean in the second, and whether the third follows.

I use a lattice, where derivatives are ordinary partial derivatives. The sites carry densities $n_i$ and external potentials $v_i$, with $N=\sum_i n_i$. The Hamiltonian is $H_v=T+W+\sum_i v_i\hat n_i$, where $T$ is the hopping and $W$ the repulsion. Numbers are given for an open three-site Hubbard chain with two electrons, hopping amplitude $-t$ between neighbours, on-site repulsion $U=4$ and $v=(-6,-5,-4.5)$. All energies are in units of $t$. The numerical check checks the main formulas numerically on this chain.

## What fixed number can and cannot determine

Let $n^0$ be a ground-state density with integer electron number $N_0$. A density change $h$ that conserves the number obeys $\sum_i h_i=0$. If $w_i$ represents the derivative of $F$, so that the first-order change is $\sum_i w_ih_i$, then for any constant $c$

$$\sum_i (w_i+c)h_i=\sum_i w_ih_i+c\sum_i h_i=\sum_i w_ih_i .$$

So $w$ and $w+c$ represent the same derivative. No experiment confined to $N_0$ electrons can tell them apart.

The Euler equation does not remove this freedom. Stationarity of $F[n]+\sum_i v_in_i$ under all zero-sum changes requires $w_i+v_i=\mu$ on every site, so

$$w_i=-v_i+c,\qquad c=\mu .$$

Replacing $w$ by $w+c'$ replaces $\mu$ by $\mu+c'$. The density and the total energy are unchanged. The second step of the manuscript has the same gap: at fixed number the density determines the potential at best up to a constant, because a constant potential changes no $N_0$-electron state.

In the example the density is $n^0=(0.913,0.738,0.350)$. Along $h=(0.5,-0.8,0.3)$ the predicted slope is

$$-\sum_i v_ih_i=3.00-4.00+1.35=0.35,$$

and a finite difference of $F$ gives $0.35000$. The constant has dropped out.

To give $c$ a value, $F$ must be defined for densities whose total is not $N_0$. This is an extension of the functional, and it is additional information.

## An extension need not produce a jump

It would be wrong to reply to the manuscript that the free constant by itself causes a discontinuity. Consider the extension

$$\tilde F[n]=F\!\left[\frac{N_0}{N}\,n\right],$$

which rescales every density to $N_0$ electrons and agrees with $F$ at $N=N_0$. Add a small amount $\epsilon$, of either sign, on site $i$, and let $e_i$ be the unit vector for that site. Since $N=N_0+\epsilon$,

$$\frac{N_0}{N_0+\epsilon}(n^0+\epsilon e_i)
=n^0+\epsilon\left(e_i-\frac{n^0}{N_0}\right)+O(\epsilon^2).$$

The first-order change has zero sum, so the fixed-number derivative $-v_j$ suffices:

$$\frac{\partial\tilde F}{\partial n_i}
=-v_i+\frac{1}{N_0}\sum_j v_jn_j^0 .$$

The constant is the mean external potential per electron, $-5.369$ here. The derivatives from below and above agree: both are $(0.631,-0.369,-0.869)$.

Adding any differentiable function $g(N)$ with $g(N_0)=0$ leaves the fixed-number functional untouched and shifts $c$ by $g'(N_0)$. Every value of $c$ can be obtained in this way without a jump. A discontinuity therefore needs an extension with a kink, and a reason for choosing it.

## The extension for an open system

The reason is physical. A system that exchanges electrons with a distant reservoir has a fractional number only as an average over states with integer numbers. Accordingly, define $F[n]$ as the minimum of $\langle T+W\rangle$ over all ensembles, including mixtures of different electron numbers, that have density $n$.

Let $E_M(u)$ be the $M$-electron ground-state energy in a potential $u$, write $E_M=E_M(v)$, and define

$$I=E_{N_0-1}-E_{N_0},\qquad A=E_{N_0}-E_{N_0+1}.$$

I assume that $E_M$ is strictly convex in $M$, that the ground states involved are nondegenerate apart from spin, with one density shared by the spin partners, and that the density response at $N_0$ is nonsingular on zero-sum potentials.

**Energy between integers.** Take $N=N_0+q$ with $0\le q\le1$. By convexity, the straight line through $E_{N_0}$ and $E_{N_0+1}$ lies at or below $E_M$ for every integer $M$. Averaging this inequality over an ensemble with mean number $N$ shows that its energy is at least the value of the line at $N$. Mixing the two adjacent ground states attains that value, so

$$E(N_0+q;v)=(1-q)E_{N_0}+qE_{N_0+1}.$$

Strict convexity ensures that the same two states are used for all potentials close to $v$. Below the integer, the same argument gives

$$E(N_0-p;v)=(1-p)E_{N_0}+pE_{N_0-1},\qquad 0\le p\le1 .$$

**From energy to functional.** For any potential $u$ and any ensemble with density $n$,

$$\langle T+W\rangle=\langle H_u\rangle-\sum_i u_in_i\ \ge\ E(N;u)-\sum_i u_in_i .$$

If $n$ is itself the density of a minimizing ensemble in $u$, that ensemble gives equality, and therefore

$$F[n]=E(N;u)-\sum_i u_in_i .$$

**Existence of the potential.** Consider $n=n^0+sh$ with small $s\ge0$, and let $Q=\sum_i h_i$. For $Q\ge0$ the fractional part is $q=sQ$, and we need a potential $u(s)$ satisfying

$$(1-q)\,n_i^{(N_0)}[u]+q\,n_i^{(N_0+1)}[u]=n_i^0+sh_i .$$

Here $n^{(M)}[u]$ is the $M$-electron ground-state density. At $s=0$ the solution is $u=v$. Both sides have the same sum, so only zero-sum equations remain, and a constant in $u$ may be held fixed. The matrix of derivatives with respect to $u$ at $s=0$ is the density response, which is nonsingular by assumption. The implicit function theorem then supplies a smooth $u(s)$. The case $Q<0$ is the same with $N_0-1$ in place of $N_0+1$.

**The derivative.** For $Q\ge0$,

$$F[n^0+sh]=(1-q)E_{N_0}(u)+qE_{N_0+1}(u)-\sum_i u_i(n_i^0+sh_i).$$

Since $\partial E_M/\partial u_i=n_i^{(M)}$, the terms containing $du_i/ds$ are

$$\sum_i\frac{du_i}{ds}\left[(1-q)n_i^{(N_0)}+qn_i^{(N_0+1)}-n_i^0-sh_i\right]=0 .$$

What remains comes from $dq/ds=Q$ and from the explicit $s$. At $s=0$ it is

$$F'[n^0;h]=Q(E_{N_0+1}-E_{N_0})-\sum_i v_ih_i=-AQ-\sum_i v_ih_i .$$

For $Q<0$ the missing fraction is $p=-sQ$, so $dp/ds=-Q$ and

$$F'[n^0;h]=-Q(E_{N_0-1}-E_{N_0})-\sum_i v_ih_i=-IQ-\sum_i v_ih_i .$$

For $Q=0$ both reduce to the fixed-number result. Adding density on site $i$ means $h=e_i$. The derivative from below is minus the directional derivative along $-e_i$. Hence

$$w_i^-=-v_i-I,\qquad w_i^+=-v_i-A,\qquad w_i^+-w_i^-=I-A .$$

The two sides use different constants, $c=-I$ and $c=-A$, and the jump is the same on every site. Strict convexity makes it positive. If $E_{N_0-1}$, $E_{N_0}$ and $E_{N_0+1}$ lay on one line, it would vanish.

For the chain, exact diagonalization gives $E_1=-6.7594$, $E_2=-12.5492$ and $E_3=-16.7774$. Thus

$$I=5.7898,\qquad A=4.2282,\qquad I-A=1.5615,$$

where the last value is rounded from the unrounded energies. On site 1 the formulas give $w_1^-=6-5.7898=0.2102$ and $w_1^+=6-4.2282=1.7718$. One-sided finite differences of $F$ reproduce both, and the jump is $1.5615$ on all three sites. As a separate test of the functional, a direct search over two- and three-electron wavefunctions at the density $n^0+0.3\,(0.2,0.3,0.5)$, which has $N=2.3$, gives $F=-1.59206$. This is the same as the maximum over $u$ of $E(N;u)-\sum_i u_in_i$, which equals $F[n]$ because that expression is a lower bound for every $u$ and is attained at the potential belonging to $n$.

## A formula that silently chooses one side

The noninteracting functional $T_s[n]$, which is $F$ with $W=0$, shows how a constant can enter unnoticed. Let $\gamma_{ij}$ be the one-particle density matrix summed over spin, with $\gamma_{ii}=n_i$. It is positive semidefinite, so $|\gamma_{ij}|\le\sqrt{n_in_j}$, and the hopping energy of a chain obeys

$$-2t\sum_i\operatorname{Re}\gamma_{i,i+1}\ \ge\ -2t\sum_i\sqrt{n_in_{i+1}} .$$

For $0<N\le2$ equality is reached by $\gamma_{ij}=\sqrt{n_in_j}$. This matrix has the single nonzero eigenvalue $N$, and it is realized by mixing a doubly occupied orbital with the vacuum. Hence

$$T_s[n]=-2t\sum_i\sqrt{n_in_{i+1}}\qquad(0<N\le2).$$

For $N>2$ and positive site densities the bound cannot be reached. Equality on every bond would force $\gamma$ to have rank one, with eigenvalue $N>2$, while the Pauli principle allows at most 2.

The formula can nevertheless be differentiated at $N=2$ as though it held on both sides. Each bond at site $i$ contributes $-2t\cdot\frac12\sqrt{n_j/n_i}$, where $j$ is the neighbour. With $n_i=2\varphi_i^2$ and $\varphi_i>0$, the sum is

$$-t\,\frac{\varphi_{i-1}+\varphi_{i+1}}{\varphi_i}=\varepsilon_H-v_{s,i},$$

with $\varphi=0$ beyond the chain ends. The equality is the orbital equation $-t(\varphi_{i-1}+\varphi_{i+1})+v_{s,i}\varphi_i=\varepsilon_H\varphi_i$ divided by $\varphi_i$. Here $v_s$ is the Kohn–Sham potential and $\varepsilon_H$ the highest occupied level.

This is the derivative from below. The general argument gives the one from above. For noninteracting electrons the energies $E_0,E_1,E_2$ lie on one line, and so do $E_2,E_3,E_4$, because each level holds two electrons; convexity is therefore not strict. This does no harm. Levels are filled in ascending order, so $E_M$ is convex in $M$ in every potential, the line through two adjacent integers is always a lower bound, and mixing the two adjacent ground states attains it. The response is nonsingular too: a potential change that left the density unchanged to first order would leave $\varphi$ unchanged, and the orbital equation would then make it a constant. Removing an electron changes the energy by $-\varepsilon_H$ and adding one changes it by $\varepsilon_L$, the lowest unoccupied level. Thus

$$w_{s,i}^-=-v_{s,i}+\varepsilon_H,\qquad w_{s,i}^+=-v_{s,i}+\varepsilon_L .$$

On the chain, the square-root formula and $T_s$ agree at the density $0.85\,n^0$ ($N=1.7$), where both are $-2.2583$. At the density $n^0+0.3\,(0.2,0.3,0.5)$ ($N=2.3$) the formula gives $-3.081$ and $T_s$ is $-2.722$. An expression correct at $N=2$, and even below it, does not determine the derivative from above.

## The exchange-correlation potential

Define the Hartree energy as $E_H=\frac U2\sum_i n_i^2$ and let $E_{xc}=F-T_s-E_H$, so that exchange is contained in $E_{xc}$. The Hartree derivative $Un_i$ is continuous. Subtracting it and the noninteracting derivative from $w^\pm$ gives

$$v_{xc,i}^-=-v_i-I+v_{s,i}-\varepsilon_H-Un_i^0,$$

$$v_{xc,i}^+=-v_i-A+v_{s,i}-\varepsilon_L-Un_i^0 .$$

All site-dependent terms cancel in the difference:

$$\Delta_{xc}=v_{xc,i}^+-v_{xc,i}^-=(I-A)-(\varepsilon_L-\varepsilon_H).$$

The Kohn–Sham gap at the density $n^0$ is $1.1987$, so $\Delta_{xc}=1.5615-1.1987=0.3628$, about 23% of the fundamental gap $I-A$. Finite differences of $E_{xc}$ give this jump on each site. The manuscript's equality of the two gaps fails by this amount.

The constants also place the orbital levels. Rearranging the two expressions,

$$v_i+Un_i^0+v_{xc,i}^-=v_{s,i}-\varepsilon_H-I,$$

$$v_i+Un_i^0+v_{xc,i}^+=v_{s,i}-\varepsilon_L-A .$$

A constant added to a potential shifts all its levels equally. With the lower-side potential the highest occupied level is therefore $-I=-5.790$, while the lowest unoccupied level is $-5.790+1.199=-4.591$, which is not $-A$. With the upper-side potential the lowest unoccupied level is $-A=-4.228$, and the highest occupied one is $-5.427$. Neither potential places both levels at $-I$ and $-A$, because their separation is the Kohn–Sham gap in both cases.

Two limits help to read the formula. When $U\to0$, $F$ becomes $T_s$ and $\Delta_{xc}$ vanishes. At $N_0=1$ with spin-unpolarized orbitals, the electron removed and the electron added use the same level, so the Kohn–Sham contribution is zero. The whole jump is then exchange-correlation: on this chain it is $(E_0-E_1)-(E_1-E_2)=6.759-5.790=0.970$, again rounded at the end.

If $E_{xc}$ is approximated by a function differentiable across the integer, its two one-sided derivatives coincide and it contributes no jump. What is left is the jump of $T_s$, the Kohn–Sham gap belonging to that approximation.

## Near the integer, and beyond the lattice

The uniform jump is a limit. Follow the ensemble density in the fixed potential $v$ as $N$ varies. From $N=1.99$ to $N=2.01$, $v_{xc}$ rises by $0.346$, $0.332$ and $0.325$ on the three sites. From $1.999$ to $2.001$ it rises by $0.361$, $0.360$ and $0.359$, closer to the common limit $0.363$. On each side $v_{xc,i}$ equals $v_{s,i}-v_i-Un_i$ plus a term that is the same on every site. The site dependence arises because both $v_{s,i}$ and the Hartree term $Un_i$ change with $N$, smoothly on each side of the integer and continuously through it. That contribution vanishes as the integer is approached, while the difference between the site-independent terms, taken with one fixed gauge for $v_s$, tends to $\Delta_{xc}$.

The derivation relies on the stated assumptions. If a ground state has degenerate partners with different densities, the response to a small potential need not be smooth, and the step using the implicit function theorem fails. In continuous space, sums become integrals and the same calculation identifies the constants formally. It is not a proof there: density changes that are arbitrarily small in magnitude but oscillate rapidly enough can cost unbounded kinetic energy, so the admissible changes must be restricted before a derivative is claimed.

The manuscript's Euler equation can stand, with its derivative described as unique up to a constant. Its conclusion about the gap should be withdrawn, since it concerns $N_0\pm1$ electrons and the argument uses $N_0$ alone.

## Calculated quantities

```
Hopping t (energy unit): 1.0 t
Repulsion U: 4.0 t
External potential, sites 1-3: -6.0 -5.0 -4.5 t
Ground-state energy E_0: 0.00000 t
Ground-state energy E_1: -6.75941 t
Ground-state energy E_2: -12.54919 t
Ground-state energy E_3: -16.77743 t
Ground-state energy E_4: -18.93906 t
I = E_1 - E_2: 5.78978 t
A = E_2 - E_3: 4.22824 t
I - A: 1.56154 t
Density at N=2, sites 1-3: 0.91257 0.73774 0.34968 electrons
Nonzero response eigenvalues at N=2: -0.36447 -0.18418 1/t
F at N=2: -1.81145 t
Density at N=2.3, sites 1-3: 0.97257 0.82774 0.49968 electrons
F at N=2.3, Legendre: -1.59206 t
F at N=2.3, wavefunction search: -1.59206 t
Zero-sum direction h: 0.5 -0.8 0.3 electrons
Slope of F along h, finite difference: 0.35000 t
Slope of F along h, -sum v h: 0.35000 t
dF/dn from below, sites 1-3: 0.21022 -0.78978 -1.28978 t
dF/dn from above, sites 1-3: 1.77176 0.77176 0.27176 t
Jump of dF/dn, sites 1-3: 1.56154 1.56154 1.56154 t
Scaled extension, derivative from below: 0.63113 -0.36887 -0.86887 t
Scaled extension, derivative from above: 0.63113 -0.36887 -0.86887 t
Scaled extension, constant c: -5.36887 t
KS potential (zero on site 3): -0.55337 0.34817 0.00000 t
KS levels in that gauge: -1.45250 -0.25380 1.50110 t
KS gap eps_L - eps_H: 1.19869 t
dTs/dn from below, sites 1-3: -0.89912 -1.80067 -1.45250 t
dTs/dn from above, sites 1-3: 0.29957 -0.60198 -0.25380 t
Derivative of square-root formula: -0.89912 -1.80067 -1.45250 t
Ts at N=1.7: Legendre, square-root: -2.25833 -2.25833 t
Ts at N=2.3: Legendre, square-root: -2.72211 -3.08073 t
v_xc from below, sites 1-3: -2.54096 -1.94008 -1.23602 t
v_xc from above, sites 1-3: -2.17811 -1.57723 -0.87317 t
Jump of v_xc, sites 1-3: 0.36285 0.36285 0.36285 t
Delta_xc = (I-A) - KS gap: 0.36285 t
KS levels with v_xc from below: -5.78978 -4.59109 -2.83619 t
KS levels with v_xc from above: -5.42693 -4.22824 -2.47334 t
v_xc at N=1.990, sites 1-3: -2.52897 -1.92412 -1.22272 t
v_xc at N=1.999, sites 1-3: -2.53976 -1.93848 -1.23469 t
v_xc at N=2.001, sites 1-3: -2.17862 -1.57869 -0.87564 t
v_xc at N=2.010, sites 1-3: -2.18321 -1.59181 -0.89787 t
```
